# Green-function electrostatics of a two-dimensional channel at an edge contact

## One strip and its own potential

Take a strip of width $h$ in the plane $z=0$, infinitely long in $y$, with uniform charge $\sigma$ per area, in a dielectric of constant $\kappa$. Gaussian units are used. A line charge $\lambda$ cut off at $|y|=Y$ produces at distance $d\ll Y$

$$\frac{\lambda}{\kappa}\int_{-Y}^{Y}\frac{dy}{\sqrt{d^2+y^2}}=\frac{2\lambda}{\kappa}\,\mathrm{arsinh}\frac{Y}{d}\simeq-\frac{2\lambda}{\kappa}\ln\frac{d}{\ell},\qquad \ell=2Y .$$

The potential diverges as $d\to0$, but the strip contains no finite charge at $d=0$. To average the logarithm over source and target points, note that a separation $s$ has probability density $2(h-s)/h^2$ for $0<s<h$. Hence

$$\langle\ln s\rangle=\frac{2}{h^2}\left[h(h\ln h-h)-\left(\frac{h^2}{2}\ln h-\frac{h^2}{4}\right)\right]=\ln h-\frac32 .$$

The mean self-potential of the strip is $-(2\sigma h/\kappa)[\ln(h/\ell)-3/2]$. It is finite and needs no short-distance cutoff. The length $\ell$ remains, and it is a separate matter.

To see what $\ell$ does, let the strip be a conductor of width $w=2a$ with charge $Q$ per length. Try $\sigma=Q/(\pi\sqrt{a^2-x^2})$. With $x=a\cos\alpha$ and $x'=a\cos\beta$, the charge is uniform in $\beta$ on $(0,\pi)$, and

$$\ln|x-x'|=\ln\frac a2+\ln\left|2\sin\frac{\alpha+\beta}{2}\right|+\ln\left|2\sin\frac{\alpha-\beta}{2}\right| .$$

As $\beta$ runs from 0 to $\pi$, the two arguments together cover one full period of $\ln|2\sin(t/2)|$, whose mean is zero. The average is therefore $\ln(a/2)=\ln(w/4)$ for every $x$: the strip is an equipotential, with

$$\frac VQ=\frac2\kappa\ln\frac{4\ell}{w}.$$

For $w>4\ell$ the quadratic form $QV/2$ is negative, and at $w=4\ell$ the equation for $Q$ at given $V$ is singular. This is a defect of the reference, not of the self-term. For neutral charge $\ell$ cancels. At a contact, the metal supplies the compensating charge.

## The channel and its matrix

Let grounded metal fill $x<0$, and let the channel occupy $z=0$, $x>0$. Its thickness is zero, the dielectric is uniform, and nothing varies with $y$. Each line charge at $x'$ has an opposite image at $-x'$. Write $U=e\phi$ with $e>0$, and let $\rho$ be the net positive number density per area. Subtracting the two logarithms gives

$$U(x)=\frac{2e^2}{\kappa}\int_0^\infty\ln\frac{x+x'}{|x-x'|}\,\rho(x')\,dx' .\tag{1}$$

The reference length has gone, and $U(0)=0$ as the wall requires.

Divide the channel into cells of width $h_i$ with constant density in each. Define

$$F(u)=\frac{u^2}{2}\ln|u|-\frac{3u^2}{4},\qquad F'(u)=u\ln|u|-u,\qquad F''(u)=\ln|u| .$$

For a target cell $[a,b]$ and a source cell $[c,d]$, the source integral is $F'(x-c)-F'(x-d)$. Integrating over $x$ gives

$$I_-=F(b-c)-F(a-c)-F(b-d)+F(a-d).$$

The image integral follows in the same way from $\int_c^d\ln(x+x')dx'=F'(x+d)-F'(x+c)$:

$$I_+=F(b+d)-F(a+d)-F(b+c)+F(a+c).$$

The matrix is

$$P_{ij}=\frac{2}{\kappa h_ih_j}(I_+-I_-).\tag{2}$$

When source and target are the same cell, of width $h$, $I_-=2F(h)$, since $F(0)=0$ and $F$ is even; this reproduces $\ln h-3/2$. Formula (2) thus treats the self-term, touching neighbours and distant cells alike.

With line charges $q_i$ in the cells, Green's theorem gives

$$q^TPq=\int_0^\infty\sigma\phi\,dx=\frac{\kappa}{4\pi}\int_{x>0}|\nabla\phi|^2\,dx\,dz>0\quad(q\ne0).$$

There is no surface term from the wall, where $\phi=0$, or from infinity, where the charge and its image leave at most a dipole field. Hence $P$ is positive definite.

### How much positivity there is

On an infinite uniform mesh, take $q_j=e^{ij\vartheta}$. The density contains the wave numbers $k_m=(\vartheta+2\pi m)/h$ with amplitudes $s_m/h$, where $s_m=\sin(k_mh/2)/(k_mh/2)$.

A sheet component $\sigma_k$ produces a potential $\phi_ke^{ikx-|k||z|}$. The jump of its normal derivative, $-2|k|\phi_k=-4\pi\sigma_k/\kappa$, gives

$$\phi_k=\frac{2\pi\sigma_k}{\kappa|k|}.\tag{3}$$

Averaging the potential over a cell supplies a second factor $s_m$. Since $\sin^2(k_mh/2)=\sin^2(\vartheta/2)$,

$$\lambda(\vartheta)=\frac{2\pi}{\kappa h}\sum_m\frac{s_m^2}{|k_m|}
=\frac{8\pi\sin^2(\vartheta/2)}{\kappa}\sum_m\frac1{|\vartheta+2\pi m|^3}.$$

For alternating charges, $\vartheta=\pi$. Each odd denominator occurs twice, and $\sum_{n\ge0}(2n+1)^{-3}=7\zeta(3)/8$, so

$$\lambda(\pi)=\frac{16}{\pi^2\kappa}\,\frac{7\zeta(3)}8=\frac{14\zeta(3)}{\pi^2\kappa}\simeq\frac{1.7051}{\kappa}.$$

The smallest eigenvalue computed for 300 equal cells at the wall is $1.70513/\kappa$. Replacing the self-average by $\ln h$ alone subtracts $3/\kappa$ from every diagonal element and changes this value to $-1.29487/\kappa$. The constant $3/2$ is therefore needed for stability as well as for accuracy: without it, an alternating charge has negative energy.

## Charge statistics and the nonlinear solve

Let the donors have uniform density $n_d$, and let the conduction-band edge lie at $\Phi_B-U$ above the Fermi level. The barrier $\Phi_B$ at the metal is prescribed. For a parabolic band of mass $m$ and total degeneracy $g$, spin included, the density of states is $D=gm/(2\pi\hbar^2)$. Integrating the Fermi function over energy gives

$$n(U)=DkT\ln\left[1+e^{(U-\Phi_B)/kT}\right],\qquad \rho=n_d-n .$$

In the bulk $n=n_d$. Solving for the Fermi energy $\mu_b$ relative to the band edge,

$$\mu_b=kT\ln\left(e^{n_d/DkT}-1\right),\qquad V\equiv U(\infty)=\Phi_B+\mu_b .$$

With $U_i$ the mean over cell $i$, the discrete equation is

$$U_i=U_i^{\rm tail}+e^2\sum_jP_{ij}h_j\rho(U_j),\tag{4}$$

where $U^{\rm tail}$ comes from charge beyond the mesh. Equation (4) is the condition for a stationary value of

$$\Omega(U)=\frac{1}{2e^2}(U-U^{\rm tail})^TP^{-1}(U-U^{\rm tail})+\sum_ih_i\left[\int_{-\infty}^{U_i}n\,dU'-n_dU_i\right].$$

Its Hessian is $P^{-1}/e^2+\mathrm{diag}(h_in_i')$, with $n'=dn/dU>0$. It is positive definite, so $\Omega$ is strictly convex. The quadratic term outweighs the linear donor term at large $|U|$, and the integral of $n$ is not negative; a minimum therefore exists, and it is unique.

Newton's step for the residual $R$, the left side of (4) minus the right, satisfies

$$\left[I+e^2P\,\mathrm{diag}(h_in_i')\right]\delta U=-R .$$

Convexity proves uniqueness, not convergence of undamped steps. In the example below, the starts $U=V$ and $U=0$ reach the same solution in 7 and 10 steps.

## Closing a semi-infinite channel

Far from the contact the sheet screens well and approaches the potential $V$. The wall remains at zero. In the quadrant between them, with angle $\theta$ measured from the wall, the leading potential is $U=2V\theta/\pi$. Gauss's law, with half the flux leaving on each side, reads $-\partial_zU|_{0+}=2\pi e^2\rho/\kappa$. On the upper face, increasing $\theta$ points towards $-z$, so

$$\frac{2V}{\pi x}=\frac{2\pi e^2\rho}{\kappa}\quad\Rightarrow\quad\rho\simeq\frac{\kappa V}{\pi^2e^2x}.\tag{5}$$

The integrated charge grows logarithmically with channel length. A mesh that ends at $L$ must account for the rest. Put (5) into (1) for $x'>L$ and set $t=x/x'$:

$$U^{\rm tail}(x)=\frac{2V}{\pi^2}\int_0^{x/L}\ln\frac{1+t}{1-t}\,\frac{dt}{t}
=\frac{4V}{\pi^2}\sum_{n=0}^{\infty}\frac{(x/L)^{2n+1}}{(2n+1)^2}.$$

The sum is the Legendre chi function $\chi_2(x/L)$. Since $\chi_2(1)=\pi^2/8$, the omitted charge supplies $V/2$ at the end of the mesh, however large $L$ is. Near the contact it supplies $4Vx/(\pi^2L)$. If the physical channel does end at $L$, the right choice is $U^{\rm tail}=0$; that is a different problem, with charge gathered at a free edge.

## A linear case for measuring the error

Replace the statistics by $\rho=S(V-U)$ with constant $S$. Extend $U$ and $\rho$ to $x<0$ as odd functions; the extension contains the image charge. Then $\rho=S(V\,\mathrm{sgn}\,x-U)$, and (3) becomes

$$U_k=\frac{q}{|k|}\left[V(\mathrm{sgn})_k-U_k\right]
\;\Rightarrow\;U_k=\frac{q}{|k|+q}V(\mathrm{sgn})_k,\qquad q=\frac{2\pi e^2S}{\kappa}.$$

Use $\mathrm{sgn}\,x=(2/\pi)\int_0^\infty dk\,\sin(kx)/k$ and split $q/[k(k+q)]=1/k-1/(k+q)$. For $x>0$,

$$U(x)=V\left[1-\frac2\pi f(qx)\right],\qquad f(z)=\int_0^\infty\frac{\sin t}{t+z}dt .$$

Substituting $s=t+z$ and expanding $\sin(s-z)$ gives $f=\mathrm{Ci}(z)\sin z+[\pi/2-\mathrm{Si}(z)]\cos z$. At the wall $f(0)=\pi/2$ and $U=0$. For large $z$, $f\simeq1/z$, so $\rho\simeq2SV/(\pi qx)$, which is (5).

**Discretization error.** Within one cell, the density minus its mean has no net charge and, to leading order, a dipole moment proportional to $\rho'h^3/12$. By parity it does not change the direct mean potential of its own cell. A neighbour at distance of order $h$ contributes of order $(e^2/\kappa)\rho'h^2$, and neighbours on opposite sides tend to cancel. This suggests an error of order $h^2$ where $\rho'$ is smooth.

The mesh used is $x=a(e^s-1)$, uniform in $s$, with $a=2$ nm. For the parameters below, the largest error of the cell means falls from 0.235 meV with 170 cells to 0.075 meV with 340. The factor is 3.1, not 4. With 680 and 1360 cells the error is 0.022 and 0.0060 meV, and the factor rises to 3.4 and then 3.6, so second order is approached only gradually. The largest error lies in the second cell from the wall, close to the point where $\rho'$ diverges logarithmically because $f'(z)$ does.

**Rounding error.** For a small cell and a distant one, (2) subtracts numbers of size $F(L)$ and divides by $h_ih_j$. With machine precision $\epsilon$, the absolute error of $\kappa P_{ij}$ is of order $\epsilon F(L)/(h_ih_j)$. For $L=2000$ nm and end cells of 0.041 and 40 nm the error is about $10^{-9}$ to $10^{-8}$. A much more strongly graded mesh would need quadrature or a series for distant pairs.

## Sharp depletion

A second solvable case shows what the nonlinear solution should approach when $1/q\ll W$, with $S=n'(V)$ in $q$. This condition includes $kT\ll V$, because $1/(qW)=n_d/(SV)$ and $n_d/S\ge kT$. Let $\rho=n_d$ for $0<x<W$ and $U=V$ for $x>W$. Set $R_0=2\pi e^2n_d/\kappa$ and $\zeta=x+iz$, and consider in the upper quadrant

$$U_x-iU_z=\frac{2iR_0}{\pi}\arcsin\frac W\zeta .$$

The right side is analytic there, so $U$ obeys Laplace's equation. On the wall $\zeta=iz$, and the right side is the real number $(2R_0/\pi)\,\mathrm{arsinh}(W/z)$; hence $U_z=0$ and the wall is an equipotential. On the sheet, $-U_z=2\pi e^2\rho/\kappa$.

For $x>W$ the arcsine is real, so $U_x=0$ and

$$\rho=\frac{2n_d}{\pi}\arcsin\frac Wx .$$

For $x<W$, $\zeta$ approaches the axis from above and $W/\zeta$ from below, where $\arcsin(W/\zeta)=\pi/2-i\,\mathrm{arcosh}(W/x)$. Thus $-U_z=R_0$, as required for $\rho=n_d$, and $U_x=(2R_0/\pi)\,\mathrm{arcosh}(W/x)$. The density is continuous at $W$. The potential drop fixes $W$; integrating by parts,

$$V=\frac{2R_0W}{\pi}\int_0^1\mathrm{arcosh}\frac1u\,du=\frac{2R_0W}{\pi}\int_0^1\frac{du}{\sqrt{1-u^2}}=R_0W,$$

$$W=\frac{\kappa V}{2\pi e^2n_d}.$$

This length is linear in $V$. The carrier density reaches a fraction $c$ of its bulk value at $x=W/\sin[\pi(1-c)/2]$, so half the bulk density is found at $\sqrt2\,W$. For $x\gg W$, $\rho\simeq2n_dW/(\pi x)$ again gives (5).

## A worked channel

Choose $\kappa=4$, $m=0.5\,m_e$, $g=4$, $n_d=0.02\ \mathrm{nm^{-2}}$ ($2\times10^{12}\ \mathrm{cm^{-2}}$), $\Phi_B=0.4$ eV and $T=300$ K. These are model parameters. With $D=4.177\ \mathrm{nm^{-2}\,eV^{-1}}$ and $kT=0.02585$ eV, $DkT=0.1080\ \mathrm{nm^{-2}}$, so

$$\mu_b=0.02585\ln(e^{0.1852}-1)=-0.0412\ \mathrm{eV},\qquad V=0.4-0.0412=0.3588\ \mathrm{eV}.$$

Using $e^2=1.440$ eV nm,

$$W=\frac{4(0.3588)}{2\pi(1.440)(0.02)}=7.93\ \mathrm{nm}.$$

The bulk slope $S=n'(V)=0.706\ \mathrm{nm^{-2}\,eV^{-1}}$ gives $1/q=4/[2\pi(1.440)(0.706)]=0.626$ nm. Thus $W$ is about 13 screening lengths, and $V$ is about 14 $kT$.

The solution of (4) gives $U=0.105$, 0.284 and 0.337 eV at 1, 5 and 10 nm. The density reaches half its bulk value at 10.95 nm, against $\sqrt2\,W=11.22$ nm in the sharp model. It reaches 90% at 51 nm and 99% at 505 nm. The long recovery is the charge tail (5), not slow screening: at 200 nm, $V-U$ is 0.7 meV, but that is enough to remove 2.5% of the carriers.

The sharp profile is poor near its edge. The largest difference in $n/n_d$ is 0.30, at $x=W$ (0.29 among the cell centres of the mesh), although it is 0.06 at 5 nm and 0.03 at 10 nm. At 30 K the largest difference falls to 0.15.

An independent check avoids the Green function. With $v=\ln r$, Laplace's equation in the quadrant is $U_{vv}+U_{\theta\theta}=0$, with $U=0$ on the wall and $U_\theta=2\pi e^2r\rho(U)/\kappa$ on the sheet. Its finite-difference solution differs from the kernel solution by at most 0.072 meV at the seven sampled positions. Since $n'/n\le1/kT$, such a difference changes $n$ by about 0.3% at most. The numerical output lists both profiles.

The tail can be judged by cutting the channel at 50.7 nm. Over the first 20 nm, the largest deviation from the 2000 nm calculation is 0.0013 meV with $U^{\rm tail}$ and 0.885 meV with a free end. With the free end, the carrier density in this region changes by up to 3%. The closure reduces the error in $U$ by a factor of several hundred.

These errors concern the mathematical model. Its physical limits are coarser. The mean donor spacing $n_d^{-1/2}=7.1$ nm is close to $W$, so a real contact would vary along $y$. A layer whose thickness is comparable with $1/q$ is not a sheet on that scale. The carriers are just as far apart, more than ten times $1/q$, and their interaction energy $e^2\sqrt{\pi n_d}/\kappa=0.09$ eV is about $3.5\,kT$. A smooth density with independent-particle statistics is therefore not a quantitative description here.

Full ionization is also assumed. For a donor lying in the sheet, the ideal two-dimensional hydrogen formula with these values of $\kappa$ and $m$ gives a binding energy of 1.7 eV, far above $kT$. The uniform positive charge should not be read as ordinary donors of that kind.

The local statistics omit tunnelling charge from the metal. If $\Phi_B$ does not already include image-force lowering, the correction is large: subtracting the classical energy $e^2/(4\kappa x)$ from $\Phi_B-U(x)$ lowers the top of the barrier by about 0.19 eV. The numbers above illustrate the equations; they do not predict the behaviour of a particular device.

## Table of computed values

```
kappa 4.0, mass 0.50 m_e, degeneracy 4
donor density 0.020 nm^-2 = 2.00e+12 cm^-2
barrier 0.400 eV, T 300 K, kT 0.02585 eV
e^2 1.43996 eV nm, density of states D 4.1773 nm^-2 eV^-1
bulk Fermi energy above band edge -0.04116 eV
bulk potential energy V 0.35884 eV
bulk dn/dmu 0.7062 nm^-2 eV^-1, screening length 1/q 0.6260 nm
sharp depletion length W 7.9322 nm
mesh: 340 cells, L 2000 nm, first cell 0.0411 nm, last 40.27 nm
matrix element error against quadrature 1.0e-14
free strip w/l=2: kappa V/Q 1.38638, formula 1.38629, negative eigenvalues 0
free strip w/l=8: kappa V/Q -1.38621, formula -1.38629, negative eigenvalues 1
strip 1<x<3 at wall: Q/(kappa V) 0.248817, elliptic 0.248823
smallest kappa*eigenvalue 1.70513, limit 1.70511; without 3/2: -1.29487
tail potential at mesh end 0.50000 V
linear test, max error: 170 cells 0.2348 meV, 340 cells 0.0747 meV
Newton steps: start U=V 7, start U=0 10
x (nm) | U kernel (eV) | U Poisson (eV) | n/n_d | sharp n/n_d
   1.0 | 0.10511 | 0.10503 | 0.00006 | 0.00000
   2.0 | 0.16987 | 0.16984 | 0.00074 | 0.00000
   5.0 | 0.28387 | 0.28387 | 0.06013 | 0.00000
  10.0 | 0.33669 | 0.33669 | 0.44736 | 0.41680
  20.0 | 0.35041 | 0.35041 | 0.73995 | 0.74037
  50.0 | 0.35582 | 0.35582 | 0.89846 | 0.89858
 200.0 | 0.35811 | 0.35811 | 0.97474 | 0.97474
max kernel-Poisson difference 0.072 meV
max change from 170 to 340 cells 0.028 meV
n/n_d=0.50 at x 10.95 nm, sharp model 11.22 nm
n/n_d=0.90 at x 50.77 nm, sharp model 50.71 nm
n/n_d=0.99 at x 505.04 nm, sharp model 505.00 nm
x*rho at 500 nm: 0.101007 nm^-1, tail law 0.100996 nm^-1
short channel length 50.70 nm; errors for x<20 nm:
with tail 0.0013 meV, free end 0.8848 meV
max density-fraction gap to sharp model: 300 K 0.2906, 30 K 0.1461
```
